# Noise temperature of an ideal Schottky diode from zero to forward bias

**Question.** An ideal Schottky diode carries its current by thermionic emission: electrons cross the barrier because they are hot enough to pass over its top. With no bias, its current noise is the Johnson noise of a resistor at the lattice temperature $T$. Under strong forward bias, its noise temperature is $T/2$, although the metal, the semiconductor and the lattice are all still at $T$. Why does half of the noise temperature disappear, and why half?

**Answer.**

## The mechanism

Two independent streams of electrons cross the barrier, one from the semiconductor into the metal and one from the metal into the semiconductor. The current is their difference. The noise is their sum, because independent fluctuations add in variance whatever the direction of travel.

The bias acts on the two streams differently. Seen from the metal, the barrier has a fixed height, so the metal's stream does not change. Forward bias raises the electrons of the semiconductor towards the barrier top, so their stream grows. The differential conductance, which says how the current responds to a small extra voltage, therefore comes from the semiconductor's stream alone.

At zero bias the streams are equal, and each supplies half of the Johnson noise. Under forward bias the semiconductor's stream and the conductance grow together, and that stream still supplies its half of the Johnson noise belonging to the new conductance. The metal's stream stays as it was and becomes negligible. Its half is what is missing.

To make this quantitative, one must show that each stream supplies half, and that the proportion between a stream's noise and its response survives the bias.

## Definitions and assumptions

The algebra uses atomic units, in which the elementary charge, $\hbar$ and the free-electron mass are 1. Let $\theta=k_BT$, let $V>0$ denote forward bias across the junction, and let $I>0$ denote a net flow of electrons into the metal. The noise density $S$ is one-sided, that is, defined for positive frequencies, and is taken at fixed $V$. With $g=dI/dV$ at the bias point, the noise temperature is defined by

$$S=4k_BT_n\,g .$$

It is the temperature at which a resistor of conductance $g$ would have the same current noise. It need not be the temperature of any body in the diode.

In the ideal diode each reservoir has a Fermi distribution at $T$, and every electron that arrives above the barrier top crosses. The top lies at a fixed energy $\varphi$ above the metal's Fermi level. There is no series resistance and no flicker noise from defects. The frequency is far below both the inverse transit time and $k_BT/h$.

## The two streams

Measure energy from the metal's Fermi level. An electron at the barrier top has energy $\varphi+k^2/2m$. Counting two spins, the flux per unit area from a reservoir with chemical potential $\mu$ is

$$J(\mu)=\frac{2}{(2\pi)^3}\int_{k_z>0}\frac{k_z}{m}\,f\,d^2k_\parallel\,dk_z ,\qquad f(E-\mu)=\frac{1}{e^{(E-\mu)/\theta}+1}.$$

Put $\epsilon_z=k_z^2/2m$ and $\epsilon_\parallel=k_\parallel^2/2m$. Then $k_z\,dk_z/m=d\epsilon_z$ and, after the angular integration, $d^2k_\parallel=2\pi m\,d\epsilon_\parallel$. The prefactor becomes $2\cdot2\pi m/8\pi^3=m/2\pi^2$. Since $f$ depends only on $x=\epsilon_z+\epsilon_\parallel$, and the strip between $x$ and $x+dx$ has area $x\,dx$ in the plane of the two energies,

$$J(\mu)=\frac{m}{2\pi^2}\int_0^\infty x\,f(\varphi+x-\mu)\,dx .$$

The metal has $\mu=0$ and the semiconductor has $\mu=V$. Both feed the same transmitted modes, so for a contact of area $A$

$$I(V)=A\,[J(V)-J(0)],\qquad g(V)=A\,J'(V).$$

The second equation puts the asymmetry into a formula: $J(0)$ does not depend on $V$ and drops out of the derivative.

## The noise of each stream

Take one transmitted mode, with given spin and transverse motion, and a narrow energy interval $dE$. Wave packets of that energy width pass at a rate $dE/2\pi$. By the Pauli principle each packet holds one electron, with probability $f$, or none. The number $n$ in it is 0 or 1, so $n^2=n$, and

$$\langle n^2\rangle-\langle n\rangle^2=f-f^2=f(1-f).$$

Nothing is reflected above the barrier, so transmission adds no further randomness. Electrons from the two sides leave into different outgoing states and do not block one another. Summing over modes and energies as for the flux, the variance of the count per unit time and area from one reservoir is

$$N(\mu)=\frac{m}{2\pi^2}\int_0^\infty x\,f(1-f)\,dx .$$

To convert this into $S$, note that noise with a flat one-sided density $S$ has the correlation function $(S/2)\,\delta(\tau)$. The charge passed in a time $t$ then has variance $St/2$. Equating this to $A[N(V)+N(0)]\,t$ gives

$$S=2A\,[N(V)+N(0)].$$

The link between noise and response is a property of the Fermi function. With $u=(E-\mu)/\theta$,

$$\frac{\partial f}{\partial\mu}=\frac1\theta\,\frac{e^u}{(e^u+1)^2}=\frac{f(1-f)}{\theta}.$$

Hence $N(\mu)=\theta J'(\mu)$: the noise of a stream is fixed by the response of that stream to its own chemical potential. Insert this in $S$ and use $AJ'(V)=g(V)$ and $AJ'(0)=g(0)$:

$$S=2\theta\,[g(V)+g(0)],\qquad T_n=\frac T2\left[1+\frac{g(0)}{g(V)}\right].$$

At $V=0$ the two terms are equal and give $S=4\theta g$, which is Johnson noise. At forward bias the first term is still $2\theta g(V)$, half of the Johnson value for the present conductance. The second keeps its zero-bias value.

## From conductance to bias

If the barrier top lies many $\theta$ above both chemical potentials, $f$ is nearly $e^{-(E-\mu)/\theta}$. Since $\int_0^\infty x\,e^{-x/\theta}dx=\theta^2$,

$$J(\mu)=\frac{m\theta^2}{2\pi^2}\,e^{-(\varphi-\mu)/\theta},\qquad I=I_s\left(e^{V/\theta}-1\right),\qquad I_s=\frac{Am\theta^2}{2\pi^2}\,e^{-\varphi/\theta}.$$

Differentiation gives $g(V)=(I_s/\theta)\,e^{V/\theta}$, so that $g(0)/g(V)=e^{-V/\theta}$ and

$$\boxed{T_n=\frac T2\left(1+e^{-V/\theta}\right)}$$

The noise itself is $S=2I_s(e^{V/\theta}+1)=2(I+2I_s)$. At zero bias the net current vanishes, but $S=4I_s$ remains. Under strong forward bias $S\to2I$, the full shot noise of a one-way stream, while $g\to I/\theta$. Their ratio gives $T_n=2I\theta/(4k_BI)=T/2$.

In reverse bias $S$ falls to $2I_s$, the shot noise of the metal's stream, but $g$ falls exponentially. The noise temperature therefore rises without limit in this model, and no electron has become hotter.

If the barrier top is not far above the chemical potentials, the formula with conductances still holds, but the exponential one fails. Integration by parts gives

$$J'(\mu)=\frac{m}{2\pi^2}\int_0^\infty f\,dx=\frac{m\theta}{2\pi^2}\ln\!\left(1+e^{(\mu-\varphi)/\theta}\right).$$

For the formal case $\varphi=\theta$, $V=3\theta$, this yields $T_n=0.574\,T$, whereas the exponential formula would give $0.525\,T$. The conductance grows more slowly there, so the metal's share fades more slowly.

## Why shot noise alone does not explain the half

Consider a tunnel junction with weak, energy-independent transmission and a linear characteristic $I=GV$. Electrons cross from the raised side at a rate $\Gamma_+$ proportional to $\int f(E-V)[1-f(E)]\,dE$, and back at a rate $\Gamma_-$ with the two sides exchanged. Since $f/(1-f)=e^{-u}$, the two integrands have the ratio $e^{-V/\theta}$ at every energy, and so $\Gamma_-=e^{-V/\theta}\Gamma_+$. The crossings are rare and independent, so

$$S=2(\Gamma_++\Gamma_-)=2(\Gamma_+-\Gamma_-)\,\frac{1+e^{-V/\theta}}{1-e^{-V/\theta}}=2I\coth\frac{V}{2\theta}.$$

The nondegenerate Schottky diode obeys the same relation, because its streams $I_se^{V/\theta}$ and $I_s$ have the same ratio. At equal nonzero current and voltage the two devices are equally noisy, but their conductances differ. The tunnel junction has $g=G=I/V$, and hence

$$T_n=\frac{V}{2k_B}\coth\frac{V}{2\theta}.$$

This also starts at $T$, but it grows with bias. At 300 K and 0.2 V it is 1161 K. In the Schottky diode, $T/2$ results from full shot noise together with a current that grows by a factor $e$ for each increase $\theta$ in voltage.

## What the half means physically

Feed the diode with a noiseless current and connect a capacitor $C$ across it. Let $C$ be large enough that one electron changes the voltage by much less than $\theta$. A small deviation $v$ from the mean voltage obeys $C\,\dot v=-gv+\xi$, where $\xi$ is the diode's noise current, with correlation $(S/2)\,\delta(\tau)$. The variance then satisfies

$$\frac{d\langle v^2\rangle}{dt}=-\frac{2g}{C}\langle v^2\rangle+\frac{S}{2C^2}.$$

In the steady state $\langle v^2\rangle=S/(4gC)=k_BT_n/C$. At zero bias this is the equilibrium value $k_BT/C$. Under strong forward bias it is half as large: the diode restores the mean voltage as firmly as a resistor of conductance $g$, but disturbs it with half the noise power.

Equilibrium thermodynamics would forbid this for a passive resistor at $T$. The biased diode is not in equilibrium, since its supply delivers a power $IV$ that is turned into heat. The relation $S=4\theta g$ holds at $V=0$ and need not hold elsewhere.

## Numbers for a silicide contact

Take a contact of nickel monosilicide on n-type Si(100) at 300 K, with rough typical parameters: a barrier of 0.65 eV, a doping of $10^{16}$ cm$^{-3}$ and an area of 100 µm². The thermal energy is $\theta=0.02585$ eV.

Silicon has six conduction-band valleys with masses $m_l=0.98$ and $m_t=0.19$. In the flux, $m$ came from the motion parallel to the interface, so a valley contributes the geometric mean of its two parallel masses. The sum is $2m_t+4\sqrt{m_lm_t}=2.106$. In ordinary units this gives a Richardson constant of 253 A/(cm² K²), and

$$I_s=10^{-6}\times253\times300^2\times e^{-0.65/0.02585}\ \text{A}=0.274\ \text{nA}.$$

The zero-bias resistance is $\theta/I_s=0.02585\ \text{V}/0.2742\ \text{nA}=94.3$ MΩ. The formulas for $I$, $r=1/g$ and $T_n$ then give:

| $V$ (V) | $I$ (nA) | $r$ (Ω) | $T_n$ (K) |
|---:|---:|---:|---:|
| −0.10 | −0.268 | $4.51\times10^9$ | 7328 |
| 0 | 0 | $9.43\times10^7$ | 300.0 |
| 0.05 | 1.62 | $1.36\times10^7$ | 171.7 |
| 0.10 | 12.8 | $1.97\times10^6$ | 153.1 |
| 0.20 | 628 | $4.12\times10^4$ | 150.1 |

The noise current itself rises with forward bias, from 13.3 fA/√Hz at zero bias to 449 fA/√Hz at 0.2 V. It is low only by comparison with a 41.2 kΩ resistor at 300 K, whose noise current would be larger by nearly $\sqrt2$.

## Where a real diode departs from one half

**Series resistance.** Undepleted silicon of length 1000 nm and mobility 1200 cm²/Vs adds $R=52.0$ Ω, with ordinary Johnson noise at $T$. Short the terminals, and let $i_d$ and $i_R$ be the noise currents of junction and resistor. They act as voltages $ri_d$ and $Ri_R$ in a loop of resistance $r+R$, so the loop current is $(ri_d+Ri_R)/(r+R)$. Its density is $4k_B(rT_n+RT)/(r+R)^2$. Division by $4k_B$ and by the total conductance $1/(r+R)$ gives

$$T_{\rm tot}=\frac{rT_n+RT}{r+R}.$$

Let $x=e^{-V/\theta}$ and $\rho=R/r(0)$, so that $r=r(0)x$. Then

$$\frac{T_{\rm tot}}{T}=\frac{x(1+x)/2+\rho}{x+\rho}=\frac12+\frac{x^2+\rho}{2(x+\rho)}\approx\frac12\left(1+x+\frac{\rho}{x}\right)\quad(\rho\ll x\ll1).$$

The derivative of the last bracket, $1-\rho/x^2$, vanishes at $x=\sqrt\rho$, where $T_{\rm tot}=(T/2)(1+2\sqrt\rho)$. Here $\rho=52.0/(9.43\times10^7)=5.5\times10^{-7}$. The minimum is 150.2 K, at a junction voltage of 0.186 V. At 0.3 V the junction resistance has fallen to 860 Ω, and the total noise temperature is back up to 158.6 K. "Strong forward bias" thus means a window: $V\gg\theta$, but $r\gg R$.

**A barrier that moves with bias.** Let the barrier rise by $\delta(V)$ with forward bias. Both streams are multiplied by $e^{-\delta/\theta}$, so $S=2I\coth(V/2\theta)$ survives. For $V\gg\theta$, however, $g=I(1-\delta')/\theta$. With the ideality factor $n=1/(1-\delta')$ this gives

$$T_n\to\frac{nT}{2}.$$

At zero bias $T_n$ remains $T$, because the derivative of the prefactor multiplies a vanishing current.

The image force causes such a shift. An electron at distance $z$ from the metal, in a field $F$ and a medium of permittivity $\epsilon$, has the extra energy $-1/(16\pi\epsilon z)-Fz$. Its maximum lies at $z^2=1/(16\pi\epsilon F)$, which lowers the barrier by $\Delta=\sqrt{F/4\pi\epsilon}$. In the depletion layer $F=\sqrt{2N_D\psi/\epsilon}$, where $N_D$ is the doping and $\psi=V_{bi}-V-\theta$. The built-in voltage $V_{bi}=0.445$ V is the barrier less the distance from the Fermi level to the conduction-band edge in the bulk. As $\Delta\propto\psi^{1/4}$, forward bias reduces the lowering, and $\delta'=\Delta/4\psi$. At 0.2 V, with relative permittivity 11.7, $\Delta=0.0179$ eV and $\psi=0.219$ V, so $\delta'=0.020$, $n=1.021$ and $T_n$ is about 153 K. In reverse bias the same shift matters far more. It adds to $g$ a term proportional to $\delta'$ that does not fall exponentially, so $T_n$ approaches $T/2\delta'$. At −0.10 V it is about 4900 K instead of the 7328 K in the table, and at −0.5 V it is only about $2\times10^4$ K.

**Tunnelling just below the top.** I estimated this by integrating the WKB transmission of the parabolic depletion barrier over the thermal distribution, with the light mass 0.19 for all valleys, which favours tunnelling. At 0.2 V the estimated tunnelling flux is 0.43 of the thermionic flux. This is only an order of magnitude, because WKB is unreliable close to the top and the estimate leaves out the quantum reflection of electrons above it, which reduces the flux. The effect of tunnelling on $T_n$ is nevertheless slight, because this fraction changes slowly with bias: $n=1.014$ and $T_n$ is about 152 K. The crossings remain rare and independent, so the shot-noise formula stands.

**The real contact.** The last two shifts are not independent, so they cannot simply be added. The mean free path, about 37 nm, exceeds the 10 nm over which the barrier drops by $\theta$, so emission is the main limit on the current. Diffusion through the depletion layer still matters: a combined emission–diffusion estimate with the low-field mobility lowers the current by 14 to 20% and adds 1 to 1.5 K with the Richardson constant used here, and about half as much with the smaller value quoted below. This contact should therefore lie a few kelvin above 150 K at 0.2 V. A more realistic effective Richardson constant for n-type silicon is roughly 110 A/(cm² K²), less than half the value used here. That changes the current and the resistance, but $I_s$ cancels from the junction's $T_n$. It does not cancel from $T_{\rm tot}$, which depends on $r$: with 110 the minimum moves to 0.197 V, and the value at 0.3 V is 153.8 K. The barrier top is nondegenerate, with an occupation of $3\times10^{-8}$ at 0.2 V. At that bias, with the same $\psi$ as above, the depletion layer is effectively 168 nm wide. Its capacitance, about $C=61.6$ fF, sets the upper frequency limit at the terminals. It shunts the junction but not the series resistance, so in $T_{\rm tot}$ the junction's weight $r$ becomes $r/[1+(2\pi frC)^2]$ at frequency $f$. With the ideal $T_n$, the total noise temperature at 0.2 V is then 154 K at 0.3 GHz, 187 K at 1 GHz and 295 K at 10 GHz. These figures use the Richardson constant 253; with 110 they become about 160, 214 and 298 K. The peak field at zero bias, 0.036 MV/cm, is far below breakdown, which is roughly 0.4 MV/cm at this doping.

The model also leaves out flicker noise and leakage through defects or along the contact's edge. These depend on fabrication and cannot be computed from the parameters above. The half therefore applies, approximately, in a window of frequency: high enough for flicker noise to have died away, but low enough that the junction's weight $r/[1+(2\pi frC)^2]$ stays much larger than $R$. The crossings must also be independent, and the current must grow nearly as $e^{V/\theta}$. If a bias-dependent barrier gives $n=1.1$, the limit at 300 K is $1.1\times150=165$ K.
